Two-Peaked Ion Energies Behind a High-Frequency Plasma Sheath

Q: A wafer in an etching plasma sits behind a sheath, and the sheath voltage oscillates. If an ion needs several cycles to cross, I would expect the oscillation to average out and every ion to land with the same energy. Why should any spread survive?

A: The cancellation is incomplete, because the crossing ends at a definite moment of the cycle. To find what is left over, take a singly charged ion of mass M. The sheath begins at x = 0 and ends at the wafer, x = s, with s fixed. The field is positive towards the wafer:

E(x,t) = E0(x) + E1(x) cos ωt.

Integrated over the sheath, E0 gives the mean voltage V̄ and E1 gives the amplitude Ṽ, with Ṽ ≤ V̄. Ions enter with speed v0, evenly spread over the phase of the cycle, and meet no gas atoms. E0 and E1 have the same shape in the cases below unless I say otherwise, so the force never points backwards.

Newton's equation, multiplied by the velocity v, reads

d(Mv²/2)/dt = e v E0(x) + e v E1(x) cos ωt.

The first term on the right is the time derivative of e∫E0 dx', taken from 0 to the ion's position x. Subtract it by defining

W = Mv²/2 − e∫E0 dx',

dW/dt = e v E1(x) cos ωt.

Without the oscillation W is constant, and the ion lands with K̄ = eV̄ + Mv0²/2. The spread is the change in W between entry at t0 and arrival at T.

Q: That is an integral along an unknown path. How do you evaluate it without solving for the motion?

A: Integrate by parts, using the fact that cos ωt is the derivative of (sin ωt)/ω:

∫ v E1 cos ωt dt = [v E1 sin ωt]/ω − (1/ω)∫ (d(vE1)/dt) sin ωt dt.

The bracket is taken between t0 and T. It involves the two ends of the path and nothing in between.

Q: The last integral also carries 1/ω, and it runs over the whole crossing. Why may it be dropped?

A: Because its integrand still oscillates. Along the path,

d(vE1)/dt = v² E1' + (e/M) E1 E0 + (e/M) E1² cos ωt,

where the prime means d/dx. Multiplied by sin ωt, the last term becomes (e/2M) E1² sin 2ωt, which averages to zero over a cycle. The other two form a slowly varying factor g, and a second integration by parts gives

∫ g sin ωt dt = −[g cos ωt]/ω + (1/ω)∫ (dg/dt) cos ωt dt.

The derivative dg/dt contains the oscillating acceleration through 2vE1' dv/dt. That piece is (2e/M) v E1 E1' cos ωt. Times cos ωt it has the average (e/M) v E1 E1', whose time integral is the end-to-end change of (e/2M) E1². This is finite and does not grow with the number of cycles. So for a smooth field and a fixed crossing time the neglected energy is of order 1/ω².

At the wafer v differs from its mean value v_s = √(2K̄/M) by an amount of order 1/ω, so v_s may be used in the leading term:

K = K̄ + (e/ω)[v_s E1(s) sin ωT − v0 E1(0) sin ωt0] + O(1/ω²).

If the entrance term is negligible, the impact energy depends on the arrival phase θ = ωT alone. Delaying the entry by one period delays the arrival by one period, and the arrival time varies continuously with the entry time. The arrival phases therefore cover the full circle, sin θ runs from −1 to 1, and the full width of the energy band is

ΔE = 2e v_s E1(s)/ω.

There is a direct picture. Near the wafer the ion's velocity oscillates with amplitude u = eE1(s)/(Mω). An ion caught at the crest has extra energy M v_s u to first order, and one caught in the trough lacks as much. The difference is 2M v_s u, which is the result above.

Q: A band is not two peaks. And I see no sheath width in that formula.

A: The peaks come from counting ions. Let F(θ) be the density of arrivals in phase. With K = K̄ + (ΔE/2) sin θ, two phases, θ and π − θ, give the same energy, so

f(K) = [F(θ) + F(π − θ)] / [(ΔE/2)|cos θ|].

For evenly spread arrivals F = 1/(2π). Since (ΔE/2)|cos θ| = √[(ΔE/2)² − (K − K̄)²],

f(K) = (1/π) / √[(ΔE/2)² − (K − K̄)²].

At each edge the energy is stationary in phase, so many ions share nearly the same energy. The density rises there as an inverse square root while the number of ions stays finite. The band edges are thus the peaks, and ΔE is their separation.

The width enters through the wall field. Write E1(s) = κṼ/s, where κ is a pure number fixed by the shape of the field. Then

ΔE = 2κ eṼ v_s/(ωs).

A field proportional to x^p has κ = p + 1, because its integral over the sheath is sE1(s)/(p + 1).

Q: Then everything hangs on κ. What shape do you choose, and why?

A: For the mean field I use a sheath that holds ions but no electrons. Let Φ(x) be the voltage the ion has fallen through, so E0 = dΦ/dx. Ions starting nearly from rest have speed √(2eΦ/M), and a steady current density J needs the charge density J/√(2eΦ/M). Poisson's equation is then

ε0 d²Φ/dx² = J √(M/2e) Φ^(−1/2).

Try Φ = V̄(x/s)^q. The left side varies as x^(q−2) and the right side as x^(−q/2), so q − 2 = −q/2 and q = 4/3. The second derivative brings down (4/3)(1/3) = 4/9, hence

J = (4/9) ε0 √(2e/M) V̄^(3/2)/s²,

E0 = (4/3)(V̄/s)(x/s)^(1/3).

This is Child's law. Giving the oscillating field the same shape is a further assumption, and ions alone do not justify it. By Poisson's equation the space charge would have to swing by the fraction Ṽ/V̄ in step with the voltage, which would take electrons moving in and out. If the charge stayed steady, E1 would be uniform and κ would be 1. I keep the common shape because it makes the model simple. With it κ = 4/3 and

ΔE = 8eṼ v_s/(3ωs).

For entry from rest, v_s becomes v̄ = √(2eV̄/M). The local speed is then v̄(x/s)^(2/3), and the crossing time is

τ = ∫ dx/[v̄(x/s)^(2/3)] = 3s/v̄.

Replacing v̄/s by 3/τ gives ΔE = 8eṼ/(ωτ). The separation is the voltage swing divided, up to a factor, by the number of cycles in a crossing.

Q: Put numbers in.

A: Take argon ions with V̄ = 200 V, Ṽ = 150 V, s = 3 mm and 13.56 MHz, so ω = 8.52×10⁷ rad/s. The electron temperature is Te = 3 eV, and ions enter at the Bohm speed √(Te/M) = 2692 m/s, with energy Te/2 = 1.5 eV. Thus K̄ = 201.5 eV and v_s = 31 198 m/s. The crossing time from rest is 290 ns, so ωτ = 24.7, about four cycles; with entry at the Bohm speed the crossing in the mean field takes 218 ns, about three cycles. In electronvolts,

ΔE = (8/3) × 150 × 31 198 / (8.52×10⁷ × 0.003) = 48.8 eV.

Integrating Newton's equation directly, for entry phases spread over a cycle, gives a band from 177.7 to 225.9 eV. Its width is 48.2 eV, so the formula is 1.2% above the trajectory value.

Q: You required a smooth field, but x^(1/3) has infinite slope at the entrance. Doesn't your remainder estimate fail there?

A: It does, and the correction can be found. Just after entry x ≈ v0 t', with t' = t − t0, so the power fed to the ion is e v0 E1(s)(v0 t'/s)^(1/3) cos(ωt' + ωt0). The entrance contribution follows from the integral with a vanishing damping factor, which removes the far end:

∫ t'^(1/3) e^(iωt') dt' = Γ(4/3)(−iω)^(−4/3) = Γ(4/3) ω^(−4/3) e^(2πi/3).

Taking the real part after including the entry phase gives

δK = (e v0 E1(s)/ω)(v0/ωs)^(1/3) Γ(4/3) cos(ωt0 + 2π/3).

Relative to ΔE/2 its amplitude is Γ(4/3)(v0/v_s)(v0/ωs)^(1/3). This falls slowly with frequency, but for the example it is about 0.893 × 0.086 × 0.22 = 0.017. That is an estimate, since the ion's speed is assumed to change little during a cycle near the entrance.

To test the term where it is large, I let ions enter at the speed v̄ with 16 times the drive frequency. The largest error of the energy law fell from about 0.25 eV without δK to about 0.017 eV with it. At the Bohm speed and 16 times the drive, the largest error fell from 0.0074 to about 0.004 of ΔE. At 4 times the drive, however, adding δK raised it from 0.0123 to 0.0172. Relative to ΔE, the ordinary 1/ω² remainder falls as 1/ω and δK only as ω^(−1/3). The remainder therefore weighs more at the lower frequency, where adding δK alone need not improve the law.

Q: You also assumed evenly spread arrivals. Even entry does not guarantee that.

A: It does not, and the effect can be large. A uniform field shows why. Let a = eV̄/(Ms) and a1 = eṼ/(Ms). Integrating the acceleration from t0 gives

v = v0 + a(t − t0) + (a1/ω)(sin ωt − sin ωt0).

The last term is a lasting velocity offset, δv = −(a1/ω) sin ωt0, set by the entry phase. The unperturbed crossing time is τ = (v_s − v0)/a with v_s = √(v0² + 2as), so

dτ/dv0 = −(1 − v0/v_s)/a.

The offset changes the arrival time by δv dτ/dv0, which is of order 1/ω. Converting time to phase multiplies by ω, and the result does not vanish at high frequency:

θ = ωt0 + ωτ + r sin ωt0, r = (Ṽ/V̄)(1 − v0/v_s).

A measure of bunching is the magnitude of the average of e^(iθ), which is 0 for even arrivals. With φ = ωt0,

|(1/2π)∫ e^(i(φ + r sin φ)) dφ| = J1(r),

by the integral form of the Bessel function, over one full cycle. With the voltages, width and entry speed of the example, r = 0.75 × (1 − 0.086) = 0.685 and J1 = 0.323. Trajectories at 16 times the drive gave 0.322.

Q: Then are the two peaks still where you put them?

A: The positions hold, but the weights shift. Bunched arrivals favour sin θ > 0 or sin θ < 0, depending on ωτ. I followed ions in the uniform field at eight frequencies, starting at 8 times the drive and spaced to carry ωτ through one cycle. The entry speed was a tenth of the Bohm speed, to suppress the entrance term in K. The fraction of ions above the middle of the band ranged from 0.31 to 0.69. The product of ω and the separation had a total variation of 2.2% of its mean.

The offset exists because the field is already present at the entrance. With the same voltages, width and Bohm entry speed, at 16 times the drive, the bunching was 0.322 for the uniform field, 0.080 for the Child field and 0.0045 for a field proportional to x. In this last case the cumulative distribution, rescaled to the observed band edges, agreed with the even-arrival law to 0.003 of the total number of ions.

In the 13.56 MHz example the bunching is 0.20, and 57% of the ions land above the middle. Their mean energy is 204.3 eV instead of K̄ = 201.5 eV. Such a shift is allowed: in the leading law it can reach 0.20 × ΔE/2, or about 5 eV. Unequal peaks are thus no evidence against a sinusoidal field.

Q: Is it really the product ωs that matters, or did that come out of the approximation?

A: Within the fixed-width model it is more general than the approximation. Measure position by ξ = x/s and time by η = t v̄/s. Since eV̄/M = v̄²/2, the Child-field equation becomes

d²ξ/dη² = (2/3) ξ^(1/3) [1 + (Ṽ/V̄) cos(Ωη)], Ω = ωs/v̄.

The entry speed becomes v0/v̄. With voltages, mass and entry speed held fixed, frequency and width appear in Ω and nowhere else, so doubling either has the same effect on the energies at any frequency. The inverse law is the large-Ω limit.

At the other end, a slow field barely changes during a crossing. The ion then gains e(V̄ + Ṽ cos ωt), and the separation is 2eṼ = 300 eV. At 0.1356 MHz the trajectories gave 299.5 eV. Between the limits, with everything but frequency held fixed:

2 MHz: trajectories 250 eV, formula 331 eV.
27.12 MHz: trajectories 24.3 eV, formula 24.4 eV.
60 MHz: trajectories 10.9 eV, formula 11.0 eV.

At 2 MHz ωτ is 3.6, and the formula exceeds even the slow-field limit. From 4 to 16 times the drive, the fitted power of frequency was −1.004.

Q: In a reactor I cannot set the width by hand. If I raise the voltage, the sheath grows.

A: Then the relation between them must be included. At fixed ion current Child's law gives s² ∝ V̄^(3/2), so s ∝ V̄^(3/4). Raise V̄ and Ṽ by a common factor, with ω and M fixed and the small entry energy neglected:

ΔE ∝ Ṽ V̄^(1/2)/s ∝ V^(1 + 1/2 − 3/4) = V^(3/4).

At fixed width the power would be 3/2. Doubling both voltages at 4 times the drive, with the width adjusted, raised the trajectory separation by 1.680; 2^(3/4) is 1.682. At fixed ion current the band thus becomes narrower relative to the mean energy. If the higher voltage also raises the ion current, the sheath grows less and ΔE rises faster than V^(3/4).

Q: My largest doubt remains. Electrons sweep in and out of a real sheath, so the field does not keep one shape. Does anything survive?

A: The wall-field argument does. Let Ẽ(x,t) be the oscillating part of the field, and let G(x,t) be its time integral at fixed x, chosen to have zero mean. Along the path dG/dt = Ẽ + v ∂G/∂x, so

vẼ = d(vG)/dt − G dv/dt − v² ∂G/∂x.

The first term gives the end contribution v_s G(s,T). In the others G is of order 1/ω and has zero mean, and the product GẼ inside G dv/dt is half the time derivative of G² at fixed x, so it averages to zero as well. To leading order, with a negligible entrance term,

ΔE = e v_s [max G(s,t) − min G(s,t)].

Now take a contrasting sheath with uniform ion density and a sharp electron edge at x_e = (s/2)(1 − cos ωt). The field is zero before the edge and A(x − x_e) beyond it, where A is a constant. The wall field is (As/2)(1 + cos ωt), and the voltage is

V(t) = A(s − x_e)²/2 = (As²/8)(1 + cos ωt)².

The average of (1 + cos ωt)² is 3/2, so V̄ = 3As²/16 and A = 16V̄/(3s²). The oscillating wall field has amplitude As/2 = 8V̄/(3s), and

ΔE = (16/3) eV̄ v_s/(ωs).

For the same V̄, s and ω as before this is 130 eV, and trajectories also give 130 eV. It is 2.7 times the Child value, for two reasons. The voltage component at ω is now As²/4 = 4V̄/3 = 267 V instead of 150 V, a factor 1.78. And κ, defined with that component, is 2 instead of 4/3, a factor 1.5. The inverse dependence on ωs survives at fixed V̄, but the prefactor does not.

Q: So how far would you trust 49 eV for a real etcher?

A: As a scale, not as a prediction to a few per cent. Hundreds of volts, millimetre sheaths and 13.56 MHz are roughly the regime of low-pressure capacitive etching. The Child current is 0.27 mA/cm², which with Bohm entry implies an edge density of 6.3×10⁹ cm⁻³, a moderate value for such plasmas. The Debye length there is 0.16 mm, far below s, and ω is 5.1 times the ion plasma frequency. One input is less typical: the voltage never falls below 50 V, whereas a sheath that must let electrons reach the wafer each cycle nearly collapses. Raising Ṽ to 200 V with the rest fixed gives 65 eV by the formula and 64 eV by trajectories. The fixed field shape is also broken, since electrons sweep through a real sheath. The moving-edge sheath above, whose voltage also falls to zero once a cycle, gives 130 eV at the same V̄ and s, twice those 65 eV. Most of that factor comes from its uniform ion density, not from the moving edge. If the ions thin out as they accelerate in the mean field, and the current through the sheath is still sinusoidal, a moving edge gives about 82 eV for Bohm entry at Te = 3 eV, and 72 eV in the limit of zero entry energy.

Collisions come next. At 5 mTorr and 300 K, a rough cross-section of 5×10⁻¹⁵ cm² gives a mean free path of about 12 mm, so nearly 80% of the ions cross the 3 mm freely. At 50 mTorr, with the same width, the free path is ten times shorter and the fraction falls to roughly a tenth. The double peak would then describe a small minority, and the energies of the other ions would need a collisional model.

Computed values

```
Ion mass: 39.95 u
Mean / rf sheath voltage: 200 / 150 V
Sheath width: 3.00 mm
Drive frequency: 13.56 MHz
Angular frequency: 8.5200e+07 rad/s
Electron temperature: 3.0 eV
Entry (Bohm) speed: 2691.7 m/s
Entry energy: 1.50 eV
Mean impact speed v_s: 31197.9 m/s
Mean band energy from voltages: 201.50 eV
Transit time from rest: 289.6 ns
omega * transit time: 24.67 (no unit)
Oscillating wall field: 66.67 kV/m
Separation, formula with entry speed: 48.82 eV
Separation, formula from rest: 48.64 eV
Separation, trajectories: 48.24 eV
Formula error in example: 1.21 %
Lower / upper band edge: 177.68 / 225.92 eV
Mean ion energy, trajectories: 204.32 eV
Ions above band middle: 0.574
Arrival bunching in example: 0.202
Frequency (MHz): trajectory separation / formula (eV)
  2.00: 249.63 / 331.02
  13.56: 48.24 / 48.82
  27.12: 24.25 / 24.41
  60.00: 10.92 / 11.03
Separation at 0.1356 MHz: 299.52 eV
Low-frequency limit 2*V_rf: 300.0 eV
Fitted frequency exponent, 4x to 16x drive: -1.0038
Child energy-law error / separation, at 4x and 16x drive:
  without onset term: 0.0123, 0.0074
  with onset term: 0.0172, 0.0043
Fast entry at 16x, error without / with onset term: 0.254 / 0.018 eV
Arcsine cumulative error, linear field, 16x: 0.0028
Bunching at 16x, uniform field: 0.3223
Bessel prediction, uniform field: 0.3229
Bunching at 16x, Child / linear: 0.0802 / 0.0045
Upper weight range, uniform field, slow entry: 0.306 to 0.694
Scaled separation range in that sweep: 2.20 %
Doubled voltages, fixed current, separation ratio: 1.6801
Predicted ratio 2**(3/4): 1.6818
Moving-edge sheath, separation: 129.78 eV
Moving-edge high-frequency formula: 130.19 eV
Moving-edge fundamental voltage: 266.67 V
Moving-edge kappa: 2.000
Child ion current density: 0.2718 mA/cm2
Implied sheath-edge density: 6.302e+09 cm^-3
Debye length at sheath edge: 0.162 mm
omega / ion plasma frequency: 5.13
Gas pressure, temperature: 5.0 mTorr, 300 K
Rough collision cross-section: 5.0e-15 cm2
Ion mean free path: 12.43 mm
Ions crossing without collision: 0.786
```
